# Why Intermixing Lowers Coherent Misfit Energy, and What Opposes It: test program

```python
"""
Result under test: a coherent film with fixed solute per area N = int x dz has
misfit energy per area W = M e0^2 int x^2 dz, hence M e0^2 N^2/h if uniform.
x: solute fraction, e0: misfit of pure solute (Vegard: misfit = e0*x),
M = C11 + C12 - 2 C12^2/C11: biaxial modulus for a (001) film, h: thickness.
An fcc spring lattice (bond length, spring constant and e0 set to 1) checks
the law from atoms and measures the atomic-scale strain energy of mixing.
Material inputs for Ge on Si are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf


def biaxial_modulus(c11, c12):
    return c11 + c12 - 2 * c12**2 / c11


# ---------- rough typical inputs, SI units ----------
nm = 1e-9
eV = const.e
per_area = eV / nm**2                  # one eV/nm^2 in J/m^2
c11, c12 = 150e9, 56e9                 # midway between Si and Ge
e0 = 0.04
lattice = 0.54 * nm
site_volume = lattice**3 / 8
h0, h1 = 0.5 * nm, 2.0 * nm
solute = h0                            # pure film at the start
x1 = solute / h1
M = biaxial_modulus(c11, c12)

# ---------- biaxial modulus from direct relaxation ----------
stiff = np.full((3, 3), c12) + np.eye(3) * (c11 - c12)


def density(ezz, inplane):
    strain = np.array([inplane, inplane, ezz])
    return 0.5 * strain @ stiff @ strain


def relaxed_density(inplane):
    # work in units of the in-plane strain for a well-scaled search
    res = minimize_scalar(lambda r: density(r * inplane, inplane) / 1e8,
                          bracket=(-2, 1))
    return res.fun * 1e8, res.x


u_pure, ratio_zz = relaxed_density(-e0)
u_mixed, _ = relaxed_density(-e0 * x1)
assert abs(u_pure / (M * e0**2) - 1) < 1e-7
assert abs(ratio_zz + 2 * c12 / c11) < 1e-5
W0, W1 = u_pure * h0, u_mixed * h1
assert abs(W1 / (M * e0**2 * solute**2 / h1) - 1) < 1e-7

# ---------- any profile confined to h1 costs at least the uniform one ----------
rng = np.random.default_rng(4)
for _ in range(200):
    prof = rng.random(50) ** 3
    prof *= x1 / prof.mean()
    assert np.mean(prof**2) * h1 >= solute**2 / h1


# ---------- diffusion from a step film; lengths in nm, tau = D t ----------
film = h0 / nm


def profile(z, tau):
    s = 2 * np.sqrt(tau)
    return 0.5 * (erf((film - z) / s) + erf((film + z) / s))


def slope(z, tau):
    s = 2 * np.sqrt(tau)
    return (np.exp(-((film + z) / s)**2)
            - np.exp(-((film - z) / s)**2)) / (s * np.sqrt(np.pi))


def integral(f, tau):
    top = film + 14 * np.sqrt(tau)
    return quad(f, 0, top, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def square_integral(tau):
    return integral(lambda z: profile(z, tau)**2, tau)


tau = 1.0
assert abs(integral(lambda z: profile(z, tau), tau) - film) < 1e-8
step = 1e-3
rate = (square_integral(tau + step) - square_integral(tau - step)) / (2 * step)
loss = -2 * integral(lambda z: slope(z, tau)**2, tau)
assert abs(rate / loss - 1) < 1e-4
h_eff = film**2 / square_integral(tau)
h_late = np.sqrt(2 * np.pi * tau)
late = film**2 / square_integral(100.0) / np.sqrt(2 * np.pi * 100.0)
assert abs(late - 1) < 2e-3

# ---------- free plate: stretch and bending minimized directly ----------
cells = 2000
zeta = (np.arange(cells) + 0.5) / cells - 0.5      # plate thickness is 1


def plate_energy(x):
    basis = np.column_stack([np.ones(cells), zeta])
    fit = np.linalg.lstsq(basis, x, rcond=None)[0]
    return np.mean((x - basis @ fit)**2)


top_film = (zeta > 0.4).astype(float)
formula = (np.mean(top_film**2) - np.mean(top_film)**2
           - 12 * np.mean(zeta * top_film)**2)
assert abs(plate_energy(top_film) - formula) < 1e-5
linear = zeta + 0.5
partly = np.full(cells, 0.5)
for n in range(1, 80, 2):                          # no-flux diffusion
    partly -= (4 / (np.pi * n)**2 * np.cos(n * np.pi * linear)
               * np.exp(-(n * np.pi)**2 * 0.02))
plate_before, plate_after = plate_energy(linear), plate_energy(partly)
clamped_before, clamped_after = np.mean(linear**2), np.mean(partly**2)
assert plate_before < 1e-12 and plate_after > 1e-5
assert clamped_after < clamped_before

# ---------- fcc spring lattice, periodic cell ----------
L = 4
sites = np.array([p for p in itertools.product(range(2 * L), repeat=3)
                  if sum(p) % 2 == 0])
index = {tuple(p): i for i, p in enumerate(sites)}
count = len(sites)
dirs = np.array([(1, 1, 0), (1, -1, 0), (1, 0, 1),
                 (1, 0, -1), (0, 1, 1), (0, 1, -1)])
units = dirs / np.sqrt(2)
stretch = np.zeros((6 * count, 3 * count))
strain_cols = np.zeros((6 * count, 6))
average = np.zeros((6 * count, count))
row = 0
for i, p in enumerate(sites):
    for d, n in zip(dirs, units):
        j = index[tuple((p + d) % (2 * L))]
        stretch[row, 3 * j:3 * j + 3] += n
        stretch[row, 3 * i:3 * i + 3] -= n
        strain_cols[row] = [n[0]**2, n[1]**2, n[2]**2,
                            2 * n[1] * n[2], 2 * n[0] * n[2], 2 * n[0] * n[1]]
        average[row, [i, j]] = 0.5
        row += 1


def relax(occupations, free_strains):
    matrix = np.hstack([stretch, strain_cols[:, free_strains]])
    target = average @ occupations
    sol = np.linalg.lstsq(matrix, target, rcond=None)[0]
    energy = 0.5 * np.sum((target - matrix @ sol)**2, axis=0)
    return energy, sol[3 * count:]


one_layer = (sites[:, 2] == 0).astype(float)
four_layers = 0.25 * (sites[:, 2] < 4)
random_cell = np.zeros(count)
random_cell[rng.permutation(count)[:count // 4]] = 1
columns = [one_layer, four_layers, random_cell]
allowed = np.flatnonzero(sites[:, 2] < 4)
samples = 60
for _ in range(samples):
    s = np.zeros(count)
    s[rng.permutation(allowed)[:int(one_layer.sum())]] = 1
    columns.append(s)
energy_coh, _ = relax(np.array(columns).T, [2, 3, 4])
energy_free, strain_free = relax(random_cell[:, None], [0, 1, 2, 3, 4, 5])
x_cell = random_cell.mean()
assert np.allclose(strain_free[:, 0], [x_cell] * 3 + [0] * 3, atol=1e-9)
spring_c11 = np.sum(units[:, 0]**4)                # times site volume
spring_c12 = np.sum(units[:, 0]**2 * units[:, 1]**2)
B_spring = biaxial_modulus(spring_c11, spring_c12)
misfit_part = (energy_coh[2] - energy_free[0]) / count
assert abs(misfit_part - B_spring * x_cell**2) < 1e-9
smooth_ratio = energy_coh[1] / energy_coh[0]
assert abs(smooth_ratio - 0.25) < 1e-9


def kernel(theta):
    """Relaxed energy per site of a unit composition wave; theta = k.bond."""
    a = 2 * np.sin(theta / 2)[:, :, None] * units[None]
    t = np.cos(theta / 2)[:, :, None]
    res = t - a @ (np.linalg.pinv(a, rcond=1e-9) @ t)
    return 0.5 * np.sum(res**2, axis=(1, 2))


waves = np.array([m for m in itertools.product(range(2 * L), repeat=3)
                  if m not in ((0, 0, 0), (L, L, L))])
amplitude = np.exp(-1j * np.pi * (waves @ sites.T) / L) @ random_cell
fourier = 0.5 * np.sum(np.abs(amplitude)**2
                       * kernel(np.pi * (waves @ dirs.T) / L)) / count
assert abs(fourier / energy_free[0] - 1) < 1e-8    # each wave occurs twice
G = 12
fine = np.array(list(itertools.product(range(2 * G), repeat=3))) + 0.5
w_over_B = np.mean(kernel(np.pi * (fine @ dirs.T) / G)) / B_spring
total_ratio = np.mean(energy_coh[3:]) / energy_coh[0]
total_error = np.std(energy_coh[3:], ddof=1) / np.sqrt(samples) / energy_coh[0]
total_formula = 0.25 + w_over_B * 0.75
# finite cell and fixed solute count give corrections near one percent
assert abs(total_ratio - total_formula) < 0.03

# ---------- sizes of neglected effects for Ge on Si ----------
M_si = biaxial_modulus(170e9, 64e9)
M_ge = biaxial_modulus(130e9, 48e9)
ratio_modulus = (M_si + (M_ge - M_si) * x1) / M_ge * h0 / h1
bowing = 0.005
bowed = e0 * x1 - bowing * x1 * (1 - x1)
ratio_bowing = (bowed / e0)**2 * h1 / h0


def finite_density(f):
    # strain relative to own lattice, times own relaxed site volume
    return (f / (1 + f))**2 * (1 + f)**3


ratio_finite = finite_density(e0 * x1) / finite_density(e0) * h1 / h0
wafer = 0.5e-3
wafer_correction = 4 * h1 / wafer
thin = (zeta > 0.49).astype(float)                 # film is 1/100 of plate
assert abs((1 - plate_energy(thin) / np.mean(thin**2)) / 0.04 - 1) < 0.03

shear, poisson = 60e9, 0.25
burgers = lattice / np.sqrt(2)
edge = burgers / 2


def release_over_cost(x, h):
    spacing = 1e-3                                 # sparse crossed arrays
    f = e0 * x
    gain = M * h * (f**2 - (f - edge / spacing)**2) / (2 / spacing)
    assert abs(gain / (M * f * h * edge) - 1) < 1e-3
    line = (shear * burgers**2 * (1 - poisson / 4)
            / (4 * np.pi * (1 - poisson)) * (np.log(h / burgers) + 1))
    return gain / line


disl0, disl1 = release_over_cost(1.0, h0), release_over_cost(x1, h1)
assert disl0 < 1 and disl1 < 1                     # coherence is consistent

T = 900.0
sites_area = h1 / site_volume
w_mix = 0.030 * eV
enthalpy = w_mix * x1 * (1 - x1) * sites_area
entropy = (const.k * T * sites_area
           * (x1 * np.log(x1) + (1 - x1) * np.log(1 - x1)))
surface_gap = 0.3
surface = surface_gap * (1 - x1)
B_site = M * e0**2 * site_volume

# ---------- output ----------
print(f"C11, C12 (rough): {c11/1e9:.0f}, {c12/1e9:.0f} GPa")
print(f"biaxial modulus M: {M/1e9:.1f} GPa")
print(f"e_zz / in-plane strain: {ratio_zz:.3f}")
print(f"misfit of pure Ge on Si (rough): {e0:.3f}")
print(f"lattice constant (rough): {lattice/nm:.2f} nm")
print(f"site volume: {site_volume/nm**3:.4f} nm^3")
print(f"thickness before, after: {h0/nm:.1f}, {h1/nm:.1f} nm")
print(f"atomic layers before: {h0/(lattice/4):.1f}")
print(f"fraction after: {x1:.2f}; misfit after: {e0*x1:.3f}")
print(f"squared-strain factor: {x1**2:.4f}")
print(f"volume factor: {h1/h0:.1f}")
print(f"misfit-energy factor: {W1/W0:.4f}")
print(f"energy density before: {u_pure/1e6:.1f} MJ/m^3")
print(f"energy density after: {u_mixed/1e6:.2f} MJ/m^3")
print(f"W before: {W0/per_area:.3f} eV/nm^2 = {W0:.4f} J/m^2")
print(f"W after: {W1/per_area:.3f} eV/nm^2 = {W1:.4f} J/m^2")
print(f"W change: {(W1-W0)/per_area:.3f} eV/nm^2")
print(f"B = M e0^2 site volume: {B_site/eV*1e3:.1f} meV")
print(f"diffused film, sqrt(Dt): {np.sqrt(tau):.1f} nm")
print(f"  surface fraction: {profile(0.0, tau):.3f}")
print(f"  h_eff: {h_eff:.3f} nm; late-time law: {h_late:.3f} nm")
print(f"  W: {W0/per_area*film/h_eff:.3f} eV/nm^2")
print("free plate, linear profile, energy / (M e0^2 H):")
print(f"  before mixing: {abs(plate_before):.1e}")
print(f"  after part mixing: {plate_after:.2e}")
print(f"  same, clamped: {clamped_before:.4f} -> {clamped_after:.4f}")
print(f"spring lattice: {count} atoms, {samples} random films")
print(f"  disordered cell x: {x_cell:.2f}")
print(f"  its relaxed strain / e0: {strain_free[0,0]:.4f}")
print(f"  smooth 1 -> 4 layers, energy factor: {smooth_ratio:.4f}")
print(f"  w/B from Fourier average: {w_over_B:.3f}")
print(f"  random 1 -> 4 layers, total factor: {total_ratio:.3f}")
print(f"    standard error: {total_error:.3f}")
print(f"    from x + (w/B)(1-x): {total_formula:.3f}")
print("neglected effects, misfit-energy factor becomes:")
print(f"  M of Si, Ge (rough): {M_si/1e9:.0f}, {M_ge/1e9:.0f} GPa")
print(f"  with varying modulus: {ratio_modulus:.3f}")
print(f"  with bowing {bowing:.3f} (rough): {ratio_bowing:.3f}")
print(f"  with finite-strain geometry: {ratio_finite:.3f}")
print(f"wafer thickness: {wafer*1e3:.1f} mm")
print(f"  relative correction to W after: {wafer_correction:.1e}")
print(f"shear modulus, Poisson (rough): {shear/1e9:.0f} GPa, {poisson:.2f}")
print("dislocation energy release / line cost:")
print(f"  before: {disl0:.2f}; after: {disl1:.2f}")
print(f"mixing parameter w (rough): {w_mix/eV*1e3:.0f} meV")
print(f"  mixing enthalpy: {enthalpy/per_area:+.2f} eV/nm^2")
print(f"  misfit change + enthalpy: {(W1-W0+enthalpy)/per_area:+.2f} eV/nm^2")
print(f"temperature: {T:.0f} K; kT: {const.k*T/eV*1e3:.1f} meV")
print(f"  mixing entropy term -TS: {entropy/per_area:+.2f} eV/nm^2")
print(f"Si-Ge surface energy gap (rough): {surface_gap:.1f} J/m^2")
print(f"  surface cost of dilution: {surface/per_area:+.2f} eV/nm^2")
net = W1 - W0 + enthalpy + entropy + surface
print(f"sum of these four changes: {net/per_area:+.2f} eV/nm^2")
print("all good")
```

Running it gives:

```
C11, C12 (rough): 150, 56 GPa
biaxial modulus M: 164.2 GPa
e_zz / in-plane strain: -0.747
misfit of pure Ge on Si (rough): 0.040
lattice constant (rough): 0.54 nm
site volume: 0.0197 nm^3
thickness before, after: 0.5, 2.0 nm
atomic layers before: 3.7
fraction after: 0.25; misfit after: 0.010
squared-strain factor: 0.0625
volume factor: 4.0
misfit-energy factor: 0.2500
energy density before: 262.7 MJ/m^3
energy density after: 16.42 MJ/m^3
W before: 0.820 eV/nm^2 = 0.1313 J/m^2
W after: 0.205 eV/nm^2 = 0.0328 J/m^2
W change: -0.615 eV/nm^2
B = M e0^2 site volume: 32.3 meV
diffused film, sqrt(Dt): 1.0 nm
  surface fraction: 0.276
  h_eff: 2.559 nm; late-time law: 2.507 nm
  W: 0.160 eV/nm^2
free plate, linear profile, energy / (M e0^2 H):
  before mixing: 4.6e-33
  after part mixing: 5.50e-04
  same, clamped: 0.3333 -> 0.3054
spring lattice: 256 atoms, 60 random films
  disordered cell x: 0.25
  its relaxed strain / e0: 0.2500
  smooth 1 -> 4 layers, energy factor: 0.2500
  w/B from Fourier average: 1.139
  random 1 -> 4 layers, total factor: 1.101
    standard error: 0.002
    from x + (w/B)(1-x): 1.104
neglected effects, misfit-energy factor becomes:
  M of Si, Ge (rough): 186, 143 GPa
  with varying modulus: 0.307
  with bowing 0.005 (rough): 0.205
  with finite-strain geometry: 0.243
wafer thickness: 0.5 mm
  relative correction to W after: 1.6e-05
shear modulus, Poisson (rough): 60 GPa, 0.25
dislocation energy release / line cost:
  before: 0.57; after: 0.27
mixing parameter w (rough): 30 meV
  mixing enthalpy: +0.57 eV/nm^2
  misfit change + enthalpy: -0.04 eV/nm^2
temperature: 900 K; kT: 77.6 meV
  mixing entropy term -TS: -4.43 eV/nm^2
Si-Ge surface energy gap (rough): 0.3 J/m^2
  surface cost of dilution: +1.40 eV/nm^2
sum of these four changes: -3.07 eV/nm^2
all good
```
